# Voltage noise of a small floating pad in a plasma: a program that tests the result

```python
"""Voltage noise of a small floating pad in a plasma.
Result under test: variance of V = k Te / C, for Poisson ions at constant rate R
and Poisson electrons at rate R exp(-eps (n - n0)), eps = e^2/(C k Te) << 1.
n = excess electrons on the pad, C = capacitance, Te = electron temperature,
n0 = number at which the two rates balance. Tests use R = 1 (time in 1/R).
Also tested: exact lattice distribution, decay rate, and corrections to the law.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, dblquad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import gamma as gamma_fn


def stationary(jumps, size):
    """Null vector of a master equation; jumps = [(step, rate per state)]."""
    W = np.zeros((size, size))
    for step, rate in jumps:
        src = np.arange(size)
        src = src[(src + step >= 0) & (src + step < size)]
        W[src + step, src] += rate[src]
        W[src, src] -= rate[src]
    rhs = np.zeros(size)
    W[size // 2] = 1.0
    rhs[size // 2] = 1.0
    return np.linalg.solve(W, rhs)


def mean_var(p, n):
    m = p @ n
    return m, p @ (n - m) ** 2


def basic_pad(eps, n0, half):
    n = np.arange(-half, half + 1).astype(float)
    p = stationary([(1, np.exp(-eps * (n - n0))), (-1, np.ones(n.size))], n.size)
    return mean_var(p, n)


# --- exact stationary law: mean n0 + 1/2, variance 1/eps, lattice correction
m1, v1 = basic_pad(0.3, 0.37, 30)
assert abs(m1 - 0.87) < 1e-7 and abs(v1 * 0.3 - 1) < 1e-7
m2, v2 = basic_pad(2.0, 0.1, 7)
lattice = -(8 * np.pi**2 / 4) * np.exp(-np.pi**2) * np.cos(2 * np.pi * 0.6)
assert abs(v2 - 0.5 - lattice) < 1e-6 and abs(lattice) > 1e-4


# --- decay modes and autocovariance from the symmetrized generator
def modes(eps, half):
    n = np.arange(-half, half + 1).astype(float)
    b = np.exp(-eps * n)
    up, down = b.copy(), np.ones(n.size)
    up[-1] = 0.0
    down[0] = 0.0
    lam, vec = eigh_tridiagonal(up + down, -np.sqrt(b[:-1]))
    root_p = vec[:, 0] * np.sign(vec[:, 0].sum())
    return lam, (vec.T @ (root_p * n)) ** 2


lam, _ = modes(0.3, 40)
assert abs(lam[1] - (1 - np.exp(-0.3))) < 1e-7
assert abs(lam[2] - (1 - np.exp(-0.6))) < 1e-7
lam, weight = modes(0.01, 100)
autocorr = (weight[1:] @ np.exp(-lam[1:] / 0.01)) / weight[1:].sum()
assert abs(autocorr - np.exp(-1)) < 0.01

# --- direct stochastic simulation of the two arrival processes
rng = np.random.default_rng(7)
eps_s, steps = 0.05, 600000
waits = rng.exponential(size=steps).tolist()
picks = rng.random(steps).tolist()
table = np.exp(-eps_s * np.arange(-100, 101)).tolist()
n, t_sum, n_sum, nn_sum = 0, 0.0, 0.0, 0.0
for w, u in zip(waits, picks):
    b = table[n + 100]
    dt = w / (1 + b)
    t_sum += dt
    n_sum += n * dt
    nn_sum += n * n * dt
    n += 1 if u * (1 + b) < b else -1
sim_ratio = (nn_sum / t_sum - (n_sum / t_sum) ** 2) * eps_s
assert abs(sim_ratio - 1) < 0.05

# --- general jumps: linear noise formula, corrections of order eps allowed
eps_g = 0.004
parts = 4  # each ion charge delivered in four independent quarter charges
k = np.arange(-130 * parts, 130 * parts + 1) / parts
p = stationary([(parts, np.exp(-eps_g * k)),
                (-1, parts * np.ones(k.size))], k.size)
quiet_ratio = mean_var(p, k)[1] * eps_g
assert abs(quiet_ratio - (1 + 1 / parts) / 2) < 0.01


def secondary_factor(g):
    return (1 + 2 * g) / (1 + g)


n = np.arange(-150, 151).astype(float)
one = np.ones(n.size)
g = 0.3
p = stationary([(1, (1 + g) * np.exp(-eps_g * n)),
                (-1, (1 - g) * one), (-2, g * one)], n.size)
assert abs(mean_var(p, n)[1] * eps_g - secondary_factor(g)) < 0.01
slope = 0.3  # ion rate rises with n
p = stationary([(1, np.exp(-eps_g * n)),
                (-1, np.maximum(1 + slope * eps_g * n, 0))], n.size)
assert abs(mean_var(p, n)[1] * eps_g - 1 / (1 + slope)) < 0.01


# --- ion deflection by a strip (half width 1) at energy u relative to ion energy
def landing(x0, u):
    def rhs(s, y):
        x, vx = y
        z = np.exp(s)
        phi = u / np.pi * (np.arctan((x + 1) / z) - np.arctan((x - 1) / z))
        grad = u / np.pi * (z / ((x + 1)**2 + z**2) - z / ((x - 1)**2 + z**2))
        vz = np.sqrt(1 - phi - vx**2)
        return [-z * vx / vz, z * 0.5 * grad / vz]
    sol = solve_ivp(rhs, (np.log(1000.0), np.log(1e-7)), [x0, 0.0],
                    rtol=1e-8, atol=1e-11)
    return sol.y[0, -1]


u = 0.002
edge = [brentq(lambda x: landing(x, s * u) - 1, 0.98, 1.02, xtol=1e-9)
        for s in (-1, 1)]
capture_slope = (edge[0] - edge[1]) / (2 * u)
assert abs(capture_slope - 0.5) < 0.01

# --- worked example: inputs
e, me, hbar, eps0 = sc.e, sc.m_e, sc.hbar, sc.epsilon_0
Te = 4.0               # eV
ns = 6e16              # m^-3, sheath edge
mass_ion = 39.95 * sc.atomic_mass
side, thick, kappa = 50e-9, 10e-9, 3.9
area = side**2
C = kappa * eps0 * area / thick
eps = e / (C * Te)
sd = np.sqrt(e * Te / C)
uB = np.sqrt(e * Te / mass_ion)
rate = ns * uB * area
tau = 1 / (eps * rate)
m_ex, v_ex = basic_pad(eps, 0.0, 150)
sd_master = np.sqrt(v_ex) * e / C
assert abs(sd_master / sd - 1) < 1e-6


# --- retarded electron flux for exp(-(E/w)^power), mean energy 1.5 Te
def electron_wall(power):
    w = 1.5 * Te * gamma_fn(1.5 / power) / gamma_fn(2.5 / power)
    norm = w**1.5 * gamma_fn(1.5 / power) / power

    def tail(V, j):
        return quad(lambda x: x**j * np.exp(-((x + V) / w)**power),
                    0, 40 * Te, epsabs=0, epsrel=1e-9, limit=200)[0]

    def excess(V):
        flux = 0.25 * np.sqrt(2 * e / me) * tail(V, 1) / norm
        return np.log(flux / uB)
    V = brentq(excess, 0, 10 * Te)
    return V, tail(V, 1) / tail(V, 0)


depth, T_slope = electron_wall(1)
assert abs(T_slope / Te - 1) < 1e-6
assert abs(depth / Te - 0.5 * np.log(mass_ion / (2 * np.pi * me))) < 1e-6
depth_dr, T_dr = electron_wall(2)


# --- capacitance with all space filled by oxide: upper bound, charged patches
def patch(x, y, z, h):
    """Integral of 1/distance over a square of half side h."""
    total = 0.0
    for sx in (1, -1):
        for sy in (1, -1):
            a, b = x + sx * h, y + sy * h
            r = np.sqrt(a * a + b * b + z * z)
            F = a * np.log(b + r) + b * np.log(a + r)
            if z > 0:
                F = F - z * np.arctan(a * b / (z * r))
            total = total + sx * sy * F
    return total


direct = dblquad(lambda y, x: 1 / np.sqrt((1.2 - x)**2 + (0.4 - y)**2 + 0.49),
                 -0.5, 0.5, -0.5, 0.5)[0]
assert abs(patch(1.2, 0.4, 0.7, 0.5) - direct) < 1e-7


def filled_capacitance(N):
    gap = thick / side
    c = (np.arange(N) + 0.5) / N
    X, Y = [q.ravel() for q in np.meshgrid(c, c)]
    dx, dy = X[:, None] - X, Y[:, None] - Y
    A = patch(dx, dy, 0.0, 0.5 / N) - patch(dx, dy, 2 * gap, 0.5 / N)
    density = np.linalg.solve(A, np.ones(N * N))
    return 4 * np.pi * kappa * eps0 * side * density.sum() / N**2


C_coarse, C_fill = filled_capacitance(16), filled_capacitance(24)
assert abs(C_coarse / C_fill - 1) < 0.02 and C_fill > C
sd_fill = np.sqrt(e * Te / C_fill)

# --- other neglected effects
yield_sec = 0.1
E_ion = depth + Te / 2
deflect = 1 / (1 + Te / (2 * E_ion))
debye = np.sqrt(eps0 * Te / (ns * e))
V5 = 5 * sd
barrier, m_ox = 3.1, 0.4 * me
action = quad(lambda z: 2 * np.sqrt(2 * m_ox * e * (barrier - V5 * z / thick))
              / hbar, 0, thick)[0]
# generous supply: voltage window times 1 eV of transverse energy
supply = me * e**2 * V5 * 1.0 / (2 * np.pi**2 * hbar**3) * area
log_tunnel = (np.log(supply / rate) - action) / np.log(10)
R_diff = Te / (e * rate)
rho_leak = R_diff * area / thick
assert log_tunnel < -10 and V5 < barrier

print("TESTS (dimensionless)")
print(f"simulated variance / (kTe/C), eps=0.05: {sim_ratio:.3f}")
print(f"variance / (kTe/C), ions in 4 parts: {quiet_ratio:.4f}")
print(f"lattice: variance of n at eps=2, n0=0.1: {v2:.6f}")
print(f"lattice: predicted correction to 0.5: {lattice:.6f}")
print(f"autocorrelation at t=tau, eps=0.01: {autocorr:.4f}")
print(f"ion capture slope, strip trajectories: {capture_slope:.4f}")
print("EXAMPLE INPUTS")
print(f"electron temperature: {Te:.1f} eV")
print(f"sheath-edge density: {ns*1e-6:.1e} cm^-3")
print(f"ion mass (argon): {mass_ion/sc.atomic_mass:.2f} u")
print(f"pad side: {side*1e9:.0f} nm; oxide: {thick*1e9:.0f} nm")
print(f"oxide relative permittivity: {kappa:.1f}")
print("EXAMPLE RESULTS")
print(f"parallel-plate capacitance: {C*1e18:.3f} aF")
print(f"voltage per electron e/C: {e/C*1e3:.2f} mV")
print(f"eps = e^2/(C kTe): {eps:.5f}")
print(f"voltage variance kTe/C: {sd**2:.5f} V^2")
print(f"rms voltage, formula: {sd*1e3:.2f} mV")
print(f"rms voltage, master equation: {sd_master*1e3:.2f} mV")
print(f"rms electron number: {1/np.sqrt(eps):.2f}")
print(f"rms voltage / (kTe/e): {sd/Te:.4f}")
print(f"mean voltage shift -e/(2C): {-m_ex*e/C*1e3:.2f} mV")
print(f"Bohm speed: {uB/1e3:.3f} km/s")
print(f"ion current density: {ns*uB*e*0.1:.3f} mA/cm^2")
print(f"ion arrival rate: {rate:.3e} 1/s")
print(f"relaxation time: {tau*1e3:.3f} ms")
print(f"floating depth below sheath edge: {depth:.2f} V")
print("NEGLECTED EFFECTS")
print(f"oxide-filled capacitance (upper bound): {C_fill*1e18:.2f} aF")
print(f"rms voltage with that capacitance: {sd_fill*1e3:.1f} mV")
print(f"Druyvesteyn floating depth: {depth_dr:.2f} V")
print(f"Druyvesteyn slope temperature: {T_dr:.3f} eV")
print(f"Druyvesteyn rms voltage: {sd*np.sqrt(T_dr/Te)*1e3:.1f} mV")
print(f"secondary yield assumed: {yield_sec:.2f}")
print(f"variance factor, secondaries: {secondary_factor(yield_sec):.4f}")
print(f"ion energy at wafer: {E_ion:.2f} eV")
print(f"variance factor, ion deflection: {deflect:.4f}")
print(f"distance to electron saturation: {depth/sd:.1f} rms")
print(f"Debye length at sheath edge: {debye*1e6:.1f} um")
print(f"five-rms voltage: {V5:.3f} V")
print(f"oxide field at five rms: {V5/thick*1e-8:.3f} MV/cm")
print(f"barrier: {barrier:.1f} eV; oxide mass: {m_ox/me:.1f} m_e")
print(f"log10(tunnel rate / ion rate), five rms: {log_tunnel:.1f}")
print(f"differential resistance kTe/(eI): {R_diff:.3e} ohm")
print(f"oxide resistivity giving equal leak: {rho_leak*100:.2e} ohm cm")
print("verified")
```

Output:

```
TESTS (dimensionless)
simulated variance / (kTe/C), eps=0.05: 1.004
variance / (kTe/C), ions in 4 parts: 0.6252
lattice: variance of n at eps=2, n0=0.1: 0.500826
lattice: predicted correction to 0.5: 0.000826
autocorrelation at t=tau, eps=0.01: 0.3686
ion capture slope, strip trajectories: 0.4994
EXAMPLE INPUTS
electron temperature: 4.0 eV
sheath-edge density: 6.0e+10 cm^-3
ion mass (argon): 39.95 u
pad side: 50 nm; oxide: 10 nm
oxide relative permittivity: 3.9
EXAMPLE RESULTS
parallel-plate capacitance: 8.633 aF
voltage per electron e/C: 18.56 mV
eps = e^2/(C kTe): 0.00464
voltage variance kTe/C: 0.07424 V^2
rms voltage, formula: 272.46 mV
rms voltage, master equation: 272.46 mV
rms electron number: 14.68
rms voltage / (kTe/e): 0.0681
mean voltage shift -e/(2C): -9.28 mV
Bohm speed: 3.108 km/s
ion current density: 2.988 mA/cm^2
ion arrival rate: 4.662e+05 1/s
relaxation time: 0.462 ms
floating depth below sheath edge: 18.72 V
NEGLECTED EFFECTS
oxide-filled capacitance (upper bound): 17.01 aF
rms voltage with that capacitance: 194.1 mV
Druyvesteyn floating depth: 13.23 V
Druyvesteyn slope temperature: 1.955 eV
Druyvesteyn rms voltage: 190.5 mV
secondary yield assumed: 0.10
variance factor, secondaries: 1.0909
ion energy at wafer: 20.72 eV
variance factor, ion deflection: 0.9120
distance to electron saturation: 68.7 rms
Debye length at sheath edge: 60.7 um
five-rms voltage: 1.362 V
oxide field at five rms: 1.362 MV/cm
barrier: 3.1 eV; oxide mass: 0.4 m_e
log10(tunnel rate / ion rate), five rms: -30.8
differential resistance kTe/(eI): 5.355e+13 ohm
oxide resistivity giving equal leak: 1.34e+09 ohm cm
verified
```
